Relativistic exchange in gold: large core shifts, small valence shifts

**Q:** I compute gold with a Dirac code and a local exchange functional. If I switch on the "relativistic correction to exchange", the total energy jumps but the valence levels hardly move. The kinetic energy was relativistic already. What has changed?

**A:** The interaction. An ordinary exchange functional describes electrons repelling through the instantaneous Coulomb force, with non-relativistic spinors. Fast electrons also interact through their currents, and their spinors overlap differently. In a uniform gas the measure of this is

β = k_F/c,  k_F = (3π²n)^{1/3},

in Hartree atomic units, where n is the electron density and c = 137.036. So β is the Fermi momentum divided by mc. In an atom the local density approximation uses β(r), computed from n(r).

**Q:** How does exchange depend on β? Please start from the interaction.

**A:** For the gas I use ħ = m = c = 1, so e² is the fine-structure constant α. Two plane-wave electrons with momenta **p** and **q** swap places, exchanging momentum K = |**p**−**q**| and energy ω = E_p−E_q, with E_p = √(1+p²). The Coulomb part and the retarded transverse part give

4πα [ |ρ|²/K² − |j_T|²/(K²−ω²) ],

where ρ and **j** are the charge and current matrix elements between the two spinors. Charge conservation fixes the longitudinal current, j_L = ωρ/K, so |j_T|² = |**j**|² − ω²|ρ|²/K². Inserting this, the |ρ|² terms add up to

(|ρ|²/K²)[1 + ω²/(K²−ω²)] = |ρ|²/(K²−ω²),

and the bracket becomes (|ρ|²−|**j**|²)/(K²−ω²).

The spin sums follow from the projectors Λ_p = ½(1+h_p/E_p), with h_p = **α**·**p**+M and M the Dirac mass matrix. Since Tr(h_p h_q) = 4(**p**·**q**+1),

Σ|ρ|² = 1 + (**p**·**q**+1)/(E_pE_q).

For the current, Σ_i α_iα_i = 3, Σ_i α_iα_jα_i = −α_j and Σ_i α_iMα_i = −3M, hence

Σ|**j**|² = 3 − (**p**·**q**+3)/(E_pE_q).

With P = E_pE_q − **p**·**q**, the difference is (4−2P)/(E_pE_q). Multiplying out the denominator, and using E_p²−p² = 1, gives K²−ω² = 2(P−1).

Exchange carries a minus sign, and a factor ½ prevents double counting. The energy per volume is therefore

e_x = −(2πα/(2π)⁶) ∫∫ d³p d³q (2−P)/[E_pE_q(P−1)],

with both momenta inside the Fermi sphere. The filled negative-energy sea and its vacuum corrections are left out.

**Q:** Can that double integral be done in closed form?

**A:** Yes. First split (2−P)/(P−1) = 1/(P−1) − 1. Then set p = sinh a, q = sinh b and β = sinh L, and write η = √(1+β²) = cosh L. The "−1" part is a product of two equal integrals:

∫d³p/E_p = 4π∫₀ᴸ sinh²a da = 2πS,  S = βη − L.

In the other part the angular integral is elementary and gives

[2/(sinh a sinh b)] G(a,b),  G(a,b) = ln|sinh((a+b)/2)/sinh((a−b)/2)|.

The angular measures are 4π and 2π, so this part equals 16π²K(L), with

K(L) = ∫₀ᴸ∫₀ᴸ sinh a sinh b G(a,b) da db.

Differentiate with respect to L. The two upper limits contribute equally:

K′(L) = 2 sinh L ∫₀ᴸ sinh b G(L,b) db.

Integrate by parts, choosing cosh b − cosh L as the antiderivative of sinh b. It vanishes at b = L fast enough to remove the logarithm, and G vanishes at b = 0, so there is no boundary term. Because

∂G/∂b = ½[coth((L+b)/2)+coth((L−b)/2)] = sinh L/(cosh L−cosh b),

the remaining integrand is the constant sinh L. The integral is L sinh L, and K′ = 2Lβ².

This integrates to K = (β⁴−S²)/2. To verify, use dβ/dL = η and dS/dL = 2β²:

K′ = 2β³η − 2β²S = 2β²(βη−S) = 2β²L,

and both sides vanish at L = 0. Collecting the pieces,

e_x = −(2πα/(64π⁶)) [8π²(β⁴−S²) − 4π²S²]
  = −(α/(4π³)) [β⁴ − (3/2)S²].

In Hartree units αβ⁴ becomes k_F⁴, so e_x = −(k_F⁴/4π³)Φ, with

Φ = 1 − (3/2)[(βη − arsinh β)/β²]².

The prefactor is the ordinary exchange energy density. Direct quadrature over the two spheres gives Φ = 0.574122 at β = 1, the same as the formula to the digits printed.

**Q:** The levels feel a potential, not an energy density. Is the factor the same?

**A:** No, because Φ itself depends on the density. The potential is v_x = de_x/dn. In Hartree units n = c³β³/(3π²), so dn/dβ = c³β²/π². From dS/dL = 2β² and dβ/dL = η we have dS/dβ = 2β²/η. Then

de_x/dβ = −(c⁴/4π³)(4β³ − 6β²S/η),

v_x = −(cβ/π)[1 − 3S/(2βη)] = −(cβ/π)ψ,

ψ = −1/2 + (3/2) arsinh(β)/(βη).

The correction to the potential is positive, so it weakens the attraction due to exchange:

δv_x = (cβ/π)(1−ψ).

The factor ψ passes through zero at β = 1.946. Above that density the local exchange potential is repulsive.

**Q:** What do the formulas say when the electrons are slow?

**A:** For small β, dS/dβ ≈ 2β², so S ≈ 2β³/3. This gives Φ ≈ 1−2β²/3 and ψ ≈ 1−β². Since c³β³ = 3π²n,

δv_x ≈ cβ³/π = 3πn/c²,

δE_x ≈ (3π/2c²)∫n² dr.

The leading correction to the potential is proportional to the density itself. It acts like a contact repulsion between electrons.

One can also see how much of it is magnetic. To leading order the charge spin sum is 2−K²/2. Divided by K², its second term is a constant, the signature of a contact force. It contributes

½ · 4πα · ½ · (n/2)² = παn²/4

to the energy density, because ∫d³p/(2π)³ = n/2. In Hartree units that is πn²/(4c²), one sixth of the total 3πn²/(2c²). The other five sixths come from the transverse part. There the current product is already of order β², and retardation changes it by a further relative order β². At this order it is thus the unretarded magnetic interaction, the Breit contribution to exchange.

In the opposite limit S ≈ β², and both Φ and ψ tend to −1/2. Then δv_x ≈ 3cβ/(2π), which grows as n^{1/3} instead of n. The contact law overestimates the correction at high density.

**Q:** Now put this into gold. How large is β?

**A:** I use a spherical, spin-unpolarized atom with configuration [Xe]4f¹⁴5d¹⁰6s¹, Dirac kinetic energy and local exchange, without correlation. The nucleus is a Gaussian charge with rms radius 1.022×10⁻⁴ bohr, taken from the model radius 1.2A^{1/3} fm with A = 197. "Plain" means Φ = ψ = 1, and "corrected" means the factors above. On the plain density:

r = 0.0127 bohr: β = 0.864, δv_x = 17.8 Ha
r = 0.05 bohr: β = 0.377, δv_x = 2.10 Ha
r = 0.2 bohr: β = 0.133, δv_x = 0.101 Ha
r = 1 bohr: β = 0.0263, δv_x = 0.00079 Ha
r = 3 bohr: β = 0.0049, δv_x = 0.0000053 Ha

The first radius is about 1/Z, the scale of the 1s shell. The arithmetic there is (137.036/π) × 0.8644 × (1−0.5269) = 17.8 Ha. From there to 3 bohr β falls by a factor of about 175, but δv_x falls by more than three million.

**Q:** So I should average β over each orbital, and that gives me its shift?

**A:** Average the potential, not β. With ρ_i the normalized density of orbital i, first-order perturbation theory gives the direct shift

δε_i(direct) = ∫ρ_i δv_x dr ≈ (c/π)⟨β³⟩_i = (3π/c²)∫ρ_i n dr,

where the last two forms need small β. The weight grows as β³ while β is small, and more slowly beyond, so rare visits to the dense region count heavily.

The 6s orbital shows the difference. Its mean β is 0.0081. Putting that mean into cβ³/π gives 43.62 × (0.00812)³ = 0.000023 Ha. The true direct shift is 0.0030 Ha, more than a hundred times larger. The mean does not even order the levels reliably: it is larger for 2p₁/₂ (0.380) than for 2s (0.350), yet their direct shifts are 2.91 and 3.19 Ha.

The small-β average errs the other way. For 1s it gives 42.4 Ha instead of 19.9 Ha, and for 6s 0.0056 instead of 0.0030 Ha, because much of each average comes from places where β is not small. For 5d₅/₂ it does well, 0.0050 against 0.0048 Ha.

**Q:** Is the direct shift what I see when the calculation has converged?

**A:** Not quite. The density relaxes, and with it the Hartree and exchange potentials. To first order in the total change of potential,

Δε_i ≈ ∫ρ_i δv_x dr + ∫ρ_i δv_scr dr,

where δv_scr is the part of the potential change caused by the relaxed density. In Ha, the direct term, the screening term and the self-consistent shift are:

1s: 19.94, −1.02, 18.88
2s: 3.19, −0.42, 2.76
4f₇/₂: 0.0253, −0.0385, −0.0132
5d₅/₂: 0.0048, −0.0057, −0.0009
6s: 0.0030, −0.0015, 0.0015

The two terms need not add up to the last figure, since second-order changes remain. For 1s these are about −0.05 Ha.

**Q:** Why is the screening term negative? I would expect weaker exchange to raise everything.

**A:** Electrostatics offers a reason. If N(r) is the number of electrons inside radius r, the Hartree potential obeys dv_H/dr = −N(r)/r². Integrating the change inward from infinity,

δv_H(r) = ∫_r^∞ δN(r′)/r′² dr′.

If the weakened exchange lets the core expand, δN is negative and so is δv_H: the nucleus is screened less. A thinner density also changes the exchange potential −(cβ/π)ψ. The product βψ is largest near β = 0.8. Below that value thinning makes exchange less attractive, which opposes the electrostatic effect; in the denser innermost core it makes exchange more attractive. The computed sum is negative for every level listed. Separating its two parts shows that electrostatics dominates. δN is nowhere positive and reaches −0.036 electrons near 0.16 bohr, and the Hartree part supplies 95% or more of the screening term for each level listed. The exchange part is small, and for 4f₇/₂, 5d₅/₂ and 6s it is negative as well.

For 4f₇/₂ and 5d₅/₂ the screening term wins, and the corrected levels lie deeper. A small valence shift is therefore not simply a small direct shift. In 5d₅/₂ two larger terms mostly cancel.

**Q:** Can you show that the 6s shift really comes from the core, and not from the region where the electron spends its time?

**A:** Take a sphere of radius 0.3 bohr. It holds 0.30% of the 6s norm but supplies 93.7% of the direct shift. Dividing, 0.937 × 0.0030 Ha/0.0030 gives an average δv_x of about 0.94 Ha for the part of the orbital inside. That average hides a wide spread: half of the direct shift arises inside 0.011 bohr, where δv_x exceeds 20 Ha. The direct 6s shift is thus mostly a large core potential weighted by a tiny probability.

As a test of cause, I repeated the self-consistent calculation with the correction kept only outside 0.3 bohr. The 6s level then moved by −0.00004 Ha instead of +0.0015 Ha. The outer region does have a positive direct term, 6.3% of 0.0030 Ha or about 0.0002 Ha, so relaxation must have cancelled it.

**Q:** And the total energy? Is its shift the sum of the level shifts?

**A:** No, the sum of the level shifts overcounts the interaction. In the small-β limit the occupied direct shifts add up to (3π/c²)∫n² dr, while the energy changes by half of that.

The proper argument uses stationarity. Multiply the correction by λ and let λ run from 0 to 1. The self-consistent energy is stationary under changes of the orbitals, so only the explicit dependence on λ survives:

dE/dλ = ΔE_x[n_λ],  ΔE_x[n] = ∫(k_F⁴/4π³)(1−Φ) dr.

Taking the plain density for every λ gives 39.06 Ha. The self-consistent result is

E(corrected) − E(plain) = −18986.16 + 19025.06 = 38.90 Ha = 1058 eV.

Relaxation changes the first-order estimate by only 0.4% of its value. The contact formula would give 63.6 Ha, so gold is well outside the small-β regime as far as the total energy is concerned.

The first-order shift is concentrated even more than the charge: 86% of it arises inside 0.05 bohr, where 5.5 of the 79 electrons are found.

**Q:** A kilo-electronvolt sounds alarming. Why doesn't it ruin my ionization energy?

**A:** Because the atom and the ion carry nearly the same core. Let f be the occupation of 6s. By the same stationarity, dE/df is the explicit derivative, which is the level energy ε_6s(f). The ionization energy is therefore

I = E(ion) − E(atom) = −∫₀¹ ε_6s(f) df,

and its change involves the shift of the 6s level, not the energy of the core. The computed values are 0.3197 Ha plain and 0.3178 Ha corrected, a change of −0.0019 Ha or −0.051 eV. That is about twenty thousand times smaller than the shift of either total energy. The cores do not cancel completely. To first order in the correction, removing 6s with all other orbitals frozen would change I by −0.0030 Ha, the direct 6s shift with its sign reversed. The slight rearrangement of the remaining electrons gives back 0.0011 Ha.

Replacing the integral by its midpoint, a half-occupied 6s level, gives 0.3183 Ha for the plain case. This agrees with the energy difference to 0.0014 Ha. That error is nearly the same with the correction (0.3164 Ha against 0.3178 Ha), so it cancels in the difference and the midpoint already gives the change of −0.0019 Ha. A three-point Gauss rule over f also reproduces the absolute values: it gives 0.3197 Ha plain and 0.3178 Ha corrected, and so the same change of −0.0019 Ha.

**Q:** So for valence properties the correction is always negligible?

**A:** That depends on what you compare it with. In absolute terms the 1s shift is more than ten thousand times the 6s shift. Relative to the level's own energy, the shifts are 0.64% for 1s and 0.81% for 6s, so on that scale 6s moves slightly more than 1s. The other valence level listed, 5d₅/₂, moves by 0.45% in the opposite direction. The total energy, for comparison, changes by 0.20%. "Strongly" and "barely" are statements about hartrees, not percentages.

Small differences between levels deserve particular care. In the plain calculation 5d₅/₂ lies 0.0089 Ha below 6s. The correction lowers the first by 0.0009 Ha and raises the second by 0.0015 Ha, so the separation becomes 0.0113 Ha, about a quarter larger. These are Kohn–Sham levels without correlation, not measured excitation energies.

**Q:** How far should I trust the 18.9 Ha for the 1s level?

**A:** As the result of this functional, not as a measured or exact correction. The local approximation assumes that the density varies little over a distance 1/k_F. At r = 0.0127 bohr, k_F = 0.864 × 137 = 118, so 1/k_F is about 0.0084 bohr. Between 0.003 and 0.0127 bohr the density drops from 4.13×10⁵ to 5.61×10⁴ bohr⁻³, a factor e for every 0.005 bohr. The condition is not met where the correction is largest. Gradient terms or orbital-dependent exchange could change the core numbers substantially, and I have computed neither for this atom.

Within this functional, the pattern has a simple reading. The direct shift is the average of δv_x over the orbital's own density, and δv_x is largest in the dense core. The shift is therefore large for 1s, which lives there, and small for 6s, which rarely enters. Screening then changes the result, and for 4f₇/₂ and 5d₅/₂ it reverses the sign. The numerical output lists some further levels and radii.

Values computed for the example and the checks

```
speed of light c = 137.035999 a.u.
Au: Z = 79, A = 197, rms radius = 1.0221e-04 bohr
beta | Phi quadrature | Phi formula | psi
0.1 | 0.993373 | 0.993373 | 0.990079
0.5 | 0.854713 | 0.854713 | 0.791227
1.0 | 0.574122 | 0.574122 | 0.434838
3.0 | -0.088966 | -0.088966 | -0.212478
psi changes sign at beta = 1.9460
r (bohr) | n (bohr^-3) | beta | psi | delta v_x (Ha)
1e-05 | 2.182e+06 | 2.92795 | -0.20272 | 153.6
0.003 | 4.129e+05 | 1.68113 | 0.08898 | 66.81
0.0127 | 5.613e+04 | 0.86439 | 0.52686 | 17.84
0.05 | 4666 | 0.37723 | 0.87214 | 2.104
0.2 | 204.4 | 0.13299 | 0.98256 | 0.1012
1 | 1.578 | 0.02628 | 0.99931 | 0.0007915
3 | 0.01047 | 0.00494 | 0.99998 | 5.256e-06
level | energy (Ha) | mean beta | c<beta^3>/pi (Ha)
1s1/2 | -2959.90140 | 0.85289 | 42.437463
2s1/2 | -521.86058 | 0.34998 | 6.018289
2p1/2 | -500.75177 | 0.37990 | 3.927523
2p3/2 | -433.37408 | 0.33890 | 2.410927
3s1/2 | -123.10222 | 0.17486 | 1.368865
3d5/2 | -79.50142 | 0.17094 | 0.304758
4s1/2 | -26.64696 | 0.09099 | 0.348452
4f7/2 | -2.87179 | 0.07017 | 0.025631
5s1/2 | -3.93509 | 0.03680 | 0.069296
5p3/2 | -1.99355 | 0.03055 | 0.021619
5d5/2 | -0.19494 | 0.01936 | 0.005043
6s1/2 | -0.18606 | 0.00812 | 0.005553
level | direct | screening | full shift (Ha) | shift/|energy| (%)
1s1/2 | 19.939362 | -1.018568 | 18.875695 | 0.6377
2s1/2 | 3.186569 | -0.420521 | 2.758876 | 0.5287
2p1/2 | 2.909979 | -0.482344 | 2.418146 | 0.4829
2p3/2 | 2.007486 | -0.424642 | 1.578831 | 0.3643
3s1/2 | 0.742224 | -0.165798 | 0.575243 | 0.4673
3d5/2 | 0.290031 | -0.165219 | 0.124535 | 0.1566
4s1/2 | 0.189980 | -0.059991 | 0.129779 | 0.4870
4f7/2 | 0.025313 | -0.038537 | -0.013227 | -0.4606
5s1/2 | 0.037501 | -0.015991 | 0.021482 | 0.5459
5p3/2 | 0.018079 | -0.011908 | 0.006163 | 0.3091
5d5/2 | 0.004792 | -0.005667 | -0.000876 | -0.4492
6s1/2 | 0.002999 | -0.001495 | 0.001500 | 0.8062
total energy, plain exchange = -19025.0572 Ha
total energy, corrected = -18986.1608 Ha
total shift = 38.8964 Ha = 1058.43 eV
first-order total shift = 39.0596 Ha
weak-beta total shift = 63.6475 Ha
plain exchange energy = -346.4294 Ha
share of shift inside 0.05 bohr = 86.21 %
electrons inside 0.05 bohr = 5.477
6s norm inside 0.3 bohr = 0.3001 %
6s direct shift from inside 0.3 bohr = 93.68 %
6s shift, correction only outside 0.3 bohr = -0.0000357 Ha
ionization energy, plain = 0.319675 Ha
ionization energy, corrected = 0.317797 Ha
ionization shift = -0.001878 Ha = -0.05110 eV
minus half-occupied 6s level = 0.318293 Ha
```
